# Why Barrier Transmission Can Exceed the Bare WKB Exponential

An oxide a few nanometres thick separates two conductors in a memory stack, and one wants the probability that an electron arriving at the oxide tunnels through. A quick estimate is the WKB exponential \(e^{-2\kappa d}\), where \(\kappa\) is the decay constant in the oxide and \(d\) its thickness. It is tempting to add that this must be an upper bound: the density decays by that factor across the oxide, and the two interfaces can only reflect, which can only lower the result. The following junction contradicts this argument.

## A junction that beats the exponential

Take two identical free-electron leads of mass \(m_1=1\), in units of the electron mass, and an oxide with mass \(m_2=0.4\) and thickness \(d=2.5\) nm (25 angstrom). The electron travels along the normal with energy \(E=12\) eV above the lead band bottom. The oxide barrier is \(\phi=3.2\) eV above that energy, so its height from the band bottom is \(V_0=E+\phi=15.2\) eV. These are rough values for thin silicon dioxide between aluminium-like electrodes. The barrier is rectangular and there is no bias.

The algebra uses atomic units, \(\hbar=m_e=e^2/4\pi\varepsilon_0=1\). Define

\[
k=\sqrt{2m_1E},\quad \kappa=\sqrt{2m_2(V_0-E)},\quad a=\frac{k}{m_1},\quad b=\frac{\kappa}{m_2}.
\]

At each face \(\psi\) and \(\psi'/m\) are continuous. The second condition contains the mass so that the current \(j=\mathrm{Im}(\psi^*\psi'/m)\) is continuous. With this rule the mass-scaled quantities \(a\) and \(b\), rather than \(k\) and \(\kappa\), control the matching. It is the usual rule but not the only one that conserves current. Continuity of \(\psi/\sqrt m\) and \(\psi'/\sqrt m\) does so too; it puts \(k\) and \(\kappa\) in place of \(a\) and \(b\) and changes the factor 3.84 found below to 1.39. The prefactors quoted for unequal masses therefore belong to the rule adopted here. Here

\[
\frac{b^2}{a^2}=\frac{(V_0-E)/m_2}{E/m_1}=\frac{3.2/0.4}{12/1}=\frac23 .
\]

The decay constant is \(\kappa=5.796\ \text{nm}^{-1}\), so \(2\kappa d=28.98\) and \(e^{-2\kappa d}=2.592\times10^{-13}\).

**Entrance face.** Let the incident wave have unit amplitude. To the left of \(x=0\), \(\psi=e^{ikx}+re^{-ikx}\). Just inside, keep the decaying wave \(Ce^{-\kappa x}\) alone; the omitted growing wave is sized below. Continuity gives

\[
1+r=C,\qquad ia(1-r)=-bC .
\]

Insert \(r=C-1\) in the second equation: \(ia(2-C)=-bC\), hence \(2ia=C(ia-b)\) and

\[
C=\frac{2a}{a+ib},\qquad |C|^2=\frac{4a^2}{a^2+b^2}=\frac{4}{1+2/3}=2.4 .
\]

The density at the face is 2.4 times the incident density. Reflection has not lowered it: the reflected wave interferes with the incident one and raises it.

**Exit face.** The decaying wave reaches \(x=d\) with amplitude \(c=Ce^{-\kappa d}\). The face returns a wave \(De^{\kappa(x-d)}\) into the oxide and sends \(te^{ik(x-d)}\) into the right lead. Continuity gives

\[
c+D=t,\qquad b(D-c)=iat .
\]

With \(D=t-c\), the second equation becomes \(b(t-2c)=iat\), so

\[
t=\frac{2b}{b-ia}\,c,\qquad
\frac{|t|^2}{|c|^2}=\frac{4b^2}{a^2+b^2}=\frac{4(2/3)}{1+2/3}=1.6 .
\]

The exit face also raises the density. Since the leads are identical, the incident and transmitted velocities are equal and the transmission is

\[
T=|t|^2=2.4\times1.6\times e^{-2\kappa d}=3.84\,e^{-2\kappa d}=9.95\times10^{-13}.
\]

The supposed upper bound is exceeded almost fourfold.

The omitted wave cannot change this. From the exit solution,

\[
D=t-c=\frac{b+ia}{b-ia}\,c ,
\]

so \(|D|=|c|\). At the entrance the returned wave has amplitude \(|D|e^{-\kappa d}=|C|e^{-2\kappa d}\), smaller than \(|C|\) by a factor of about \(10^{-13}\).

## Where the argument fails

The exponential compares the densities of one decaying wave at two places. Transmission compares two currents. These are different quantities, because a decaying wave alone carries no current. For \(\psi=\alpha e^{-\kappa x}+\beta e^{\kappa x}\),

\[
j=b\,\mathrm{Im}\!\left[(\alpha^*e^{-\kappa x}+\beta^*e^{\kappa x})(-\alpha e^{-\kappa x}+\beta e^{\kappa x})\right].
\]

The terms in \(|\alpha|^2\) and \(|\beta|^2\) are real and drop out. The cross terms are \(\alpha^*\beta-\beta^*\alpha=2i\,\mathrm{Im}(\alpha^*\beta)\), so

\[
j=2b\,\mathrm{Im}(\alpha^*\beta).
\]

The tiny returned wave is thus essential to the current, although it is negligible in the density at the entrance. With \(\alpha=C\) and \(\beta=De^{-\kappa d}\),

\[
j=2b|C|^2e^{-2\kappa d}\,\mathrm{Im}\frac{b+ia}{b-ia}
=2b|C|^2e^{-2\kappa d}\,\frac{2ab}{a^2+b^2}.
\]

The last step uses \((b+ia)/(b-ia)=(b+ia)^2/(a^2+b^2)\). Division by the incident current \(a\) gives \(|C|^2e^{-2\kappa d}\,4b^2/(a^2+b^2)\), the same transmission as before.

Nothing here creates particles. The Schrödinger equation reads \((\psi'/m)'=2(V-E)\psi\), so

\[
j'=\mathrm{Im}\!\left[\frac{|\psi'|^2}{m}+2(V-E)|\psi|^2\right]=0 .
\]

Equating the currents in the two leads gives \(a(1-|r|^2)=a|t|^2\), or \(|r|^2+T=1\). Almost every electron is reflected. The exponential is merely too small an estimate of the very few that are not.

## The correct statement

Let \(\theta=\kappa d\), \(u=b/a\) and

\[
P=\frac{16a^2b^2}{(a^2+b^2)^2}=\frac{16}{(u+1/u)^2}.
\]

For a rectangular barrier between identical leads, with \(0<E<V_0\), the following hold:

1. \(T=\left[1+(4/P)\sinh^2\theta\right]^{-1}\), which tends to \(Pe^{-2\theta}\) for a thick barrier.
2. \(T>e^{-2\theta}\) if and only if \(P>1-e^{-2\theta}\).
3. \(T\le 1/\cosh^2\theta<4e^{-2\theta}\), with equality in the first relation when \(a=b\).

Four is therefore a limit that the ratio \(T/e^{-2\theta}\) approaches at \(a=b\) as the barrier thickens. No finite barrier attains it.

**Proof of the first statement.** Start at the exit, where \(\psi(d)=t\) and \(\psi'(d)/m=iat\). The solution in the oxide with these values is

\[
\psi(x)=t\cosh\kappa(x-d)+\frac{iat}{b}\sinh\kappa(x-d).
\]

Evaluate it and its mass-scaled derivative at \(x=0\), remembering that \(\sinh\) is odd:

\[
\psi(0)=t\left[\cosh\theta-\frac{ia}{b}\sinh\theta\right],\qquad
\frac{\psi'(0)}{m_2}=t\left[ia\cosh\theta-b\sinh\theta\right].
\]

In the left lead these equal \(1+r\) and \(ia(1-r)\). Divide the second by \(ia\) and add it to the first, which eliminates \(r\). Since \(-b/(ia)=ib/a\),

\[
2=t\left[2\cosh\theta+i\left(u-\frac1u\right)\sinh\theta\right].
\]

Halve this, take the squared modulus and use \(\cosh^2\theta=1+\sinh^2\theta\):

\[
\frac1T=1+\left[1+\frac14\left(u-\frac1u\right)^2\right]\sinh^2\theta
=1+\frac14\left(u+\frac1u\right)^2\sinh^2\theta .
\]

The coefficient of \(\sinh^2\theta\) is \(4/P\), as claimed.

**Proof of the other two.** Write \(q=e^{-2\theta}\), so that \(0<q<1\) and \(\sinh^2\theta=(1-q)^2/(4q)\). Multiplying \(1/T\) by \(q\) gives

\[
\frac{q}{T}=q+\frac{(1-q)^2}{P}.
\]

As \(q\to0\), \(T/q\to P\), which is the thick limit. The condition \(T>q\) means that the right side is below one, or \((1-q)^2/P<1-q\). Dividing by the positive number \(1-q\) gives \(P>1-q\).

For the bound, \((u-1)^2\ge0\) implies \(u+1/u\ge2\), hence \(P\le4\), with equality at \(u=1\). Therefore

\[
\frac{q}{T}\ge q+\frac{(1-q)^2}{4}=\frac{(1+q)^2}{4},
\qquad
T\le\frac{4q}{(1+q)^2}=\frac1{\cosh^2\theta}<4q .
\]

This completes the proof.

At matching each face contributes a factor of two. A larger entrance factor is possible, up to four as \(b/a\to0\), but the exit factor then vanishes: the two factors always add up to four, so their product is largest when they are equal.

## Energies, thicknesses and limits

Matching, \(a=b\), means \(E/m_1=(V_0-E)/m_2\), or

\[
E=\frac{m_1}{m_1+m_2}V_0=\frac{15.2\ \text{eV}}{1.4}=10.86\ \text{eV}.
\]

It lies at half the barrier height if the masses are equal. With \(V_0\) and the energy held at these values, the ratio \(T/e^{-2\kappa d}\) is 2.52 at 0.1 nm and 3.86 at 0.3 nm. At 1 nm it differs from four by less than the fourth decimal shows.

For a thick barrier the exponential is exceeded when \(P>1\). That requires \(u+1/u<4\), or \(u^2-4u+1<0\), and hence

\[
2-\sqrt3<\frac ba<2+\sqrt3 .
\]

Solving \(u^2=(V_0-E)m_1/(Em_2)\) for the energy gives \(E=V_0/(1+u^2m_2/m_1)\). For the 2.5 nm oxide the window runs from 2.31 to 14.78 eV, most of the range below the barrier top.

Outside the window the exponential is too large, possibly by a great deal. As \(E\to0\), \(a\to0\) and \(P\approx16a^2/b^2\to0\). At the other end, as \(E\to V_0\) with \(d\) fixed, both \(\kappa\) and \(b\) vanish, but \(\sinh\theta/b\to m_2d\). Then

\[
T\to\frac{1}{1+a^2m_2^2d^2/4},
\]

whereas the exponential tends to one.

A thin barrier behaves differently again. At fixed energy and small \(\theta\), \(T\approx1-4\theta^2/P\), while \(e^{-2\theta}\approx1-2\theta\). The loss in \(T\) is of second order, so a sufficiently thin barrier exceeds the exponential even when \(P\) is small.

Silicon leads show the unfavourable side. Take \(E=0.1\) eV above the conduction band edge, \(V_0=3.1\) eV, a lead mass of 0.9 along the normal, and the same oxide mass and thickness. Then

\[
\frac{b^2}{a^2}=\frac{3.0/0.4}{0.1/0.9}=67.5,\qquad
P=\frac{16\times67.5}{68.5^2}=0.230 .
\]

The transmission is \(1.50\times10^{-13}\), against \(6.51\times10^{-13}\) for the exponential. The slow electron is poorly matched to the oxide. If \(T\) and the exponential are each integrated over energy with the weight \(e^{-E/k_BT_{\rm e}}\) at \(T_{\rm e}=300\) K, their ratio falls to 0.068, because this weight favours still slower electrons. In this model the same oxide thus gives a prefactor near four with one lead and well below one with another. The silicon figure rests on the heavy mass 0.9, which is that of valleys whose long axis lies along the normal. A lead mass of 0.19 gives \(P=0.98\) at 0.1 eV and a weighted ratio of 0.30.

## What the abrupt faces contribute

WKB assumes that \(\kappa\) changes little over one decay length \(1/\kappa\). That holds inside a rectangular barrier and fails at its faces. To see the effect of rounding, consider the profile

\[
V(x)=\frac{V_b}{\left[1+e^{-(x-x_1)/s}\right]\left[1+e^{(x-x_2)/s}\right]}
\]

with \(V_b=3.2\) eV, \(E=1.6\) eV, \(x_2-x_1=4\) nm and mass one everywhere. The decay length in the interior is 0.154 nm. Sharp faces would give \(a=b\) and a prefactor of four. For rounded faces, compare \(T\) with \(e^{-2S}\), where \(S\) is the integral of \(\kappa(x)\) between the turning points of the same rounded profile. Numerical integration of the Schrödinger equation gives \(T/e^{-2S}=2.62\), 1.32 and 1.07 for \(s=0.02\), 0.10 and 0.40 nm.

The ratio approaches one as the faces become smooth on the scale of the decay length. It is still above one at the last point, so smoothness makes the exponential a good estimate here without making it a bound.

A small bias leaves the faces sharp and tilts the top. Inside, put \(\psi=Ae^{-\int\kappa dx}\) in \(\psi''=\kappa^2\psi\). This gives \(A''-2\kappa A'-\kappa'A=0\). Dropping \(A''\) for a slowly varying \(\kappa\) leaves \(A\propto\kappa^{-1/2}\). The density therefore changes by \((b_L/b_R)e^{-2S}\) between the faces, where \(L\) and \(R\) mark left and right. Using the face factors found above and the velocity ratio \(a_R/a_L\),

\[
\frac{T}{e^{-2S}}\approx\frac{a_R}{a_L}\,\frac{4a_L^2}{a_L^2+b_L^2}\,\frac{b_L}{b_R}\,\frac{4b_R^2}{a_R^2+b_R^2}
=4\,\frac{2a_Lb_L}{a_L^2+b_L^2}\,\frac{2a_Rb_R}{a_R^2+b_R^2}.
\]

Each fraction is at most one, so four remains the ceiling of the prefactor at this order. For 0.5 V across the metal junction, the kinetic energy on the right is 12.5 eV and the barrier there is 2.7 eV. The formula gives 3.740 and numerical integration gives 3.742. The transmission itself is 3.1 times its unbiased value. The rise comes from the smaller \(S\), since the prefactor falls slightly.

## The model beside a real oxide

A tunnel oxide a few nanometres thick is in the range used in charge-trap memories, but such a stack has silicon on one side and a trapping layer on the other, not two identical metals. The metal junction is closer to a metal–oxide–metal capacitor. Its field at 0.5 V is 2 MV/cm, about a fifth of a rough breakdown field of 10 MV/cm. The bias formula above already fails as the voltage drop across the oxide approaches the barrier, because \(\kappa\) becomes small near the exit and no longer varies slowly there. Once the drop exceeds the barrier, the electron leaves the forbidden region inside the oxide, and the exit factor used here no longer applies.

The rectangle also leaves out the image force. At mid-oxide the images lie at distances \(d,2d,3d,\ldots\) on both sides with alternating signs. Half their potential energy is

\[
-\frac{1}{\epsilon d}\left(1-\frac12+\frac13-\cdots\right)=-\frac{\ln2}{\epsilon d}.
\]

With a rough high-frequency permittivity \(\epsilon=2.1\), this lowers the barrier centre by 0.19 eV, and the lowering is greater near the faces. Summing the images at every position, and cutting the profile off at the lead band bottom, gives a transmission 23 times that of the rectangle. Its ratio to its own exponential falls from 3.84 to 2.62. The exponential is still exceeded, by a smaller factor. Both numbers depend on how the divergence at the faces is handled. Cutting the profile off at the electron energy instead gives 13 and 1.53, and using the lead mass in the thin allowed regions at the faces gives 11 and 1.22.

Electrons also arrive at an angle. If the parallel momentum \(k_\parallel\) is conserved, \(k^2\) becomes \(2m_1E-k_\parallel^2\) and \(\kappa^2\) becomes \(2m_2(V_0-E)+k_\parallel^2\). The larger \(\kappa\) suppresses tunnelling at large \(k_\parallel\), so small values dominate the sum, and for these \(b/a\) rises from 0.816 towards one. Summed over \(k_\parallel\) at a total energy of 12 eV, taken as the Fermi energy, the ratio is 3.89. Occupation at 300 K raises the small-bias conductance by about 2 per cent relative to zero temperature.

Errors in the exponent are larger. Changing the oxide mass from 0.4 to 0.5 reduces \(T\) to 0.031 of its value, while \(P\) moves only to 3.63. If 0.4 is instead a band-edge mass in a two-band oxide with a rough gap \(E_g=9\) eV, the mass at depth \(\phi\) becomes \(m_2(1-\phi/E_g)\). Then \(T\) rises about 320 times and \(P\) is 4.00 to three digits. A mass already fitted to tunnelling data with the parabolic formula should not receive this correction again. An oxide 0.1 nm thinner transmits 3.2 times as much.

The last figure gives the prefactor a practical scale. Someone who omits \(P\) and fits the thickness to the transmission would infer an oxide too thin by

\[
\frac{\ln P}{2\kappa}=\frac{\ln3.84}{2\times5.796\ \text{nm}^{-1}}=0.116\ \text{nm},
\]

or 1.16 angstrom. Traps, phonons, the band structure of real electrodes and silicon subbands are outside this model, and their effects have not been estimated. The absolute transmissions, and the prefactors for particular materials, are therefore illustrations. What the rectangular junction settles is the logical point: the exponential measures decay inside the barrier, and it is not an upper bound on the transmission. For a rectangular barrier between identical leads the bound is four times the exponential.

All numerical values are calculated from the stated model.
